# Spin turning relative to momentum for a muon in a ring

## The problem

A positive muon circulates in a storage ring. A uniform magnetic field $\mathbf B=B\hat{\mathbf z}$ is perpendicular to the orbit, and the spin lies in the orbit plane. The gyromagnetic factor is $g=2(1+a)$, where $a$ is a small positive number called the anomaly.

1. At what rate does the spin turn relative to the momentum, and how does this rate depend on the energy?
2. A radial electric field is added. Is there a momentum at which it leaves the relative turning unchanged?

Evaluate both answers for $ecB=0.04$ eV/Å and an outward field $eE=0.0001$ eV/Å. These are round model values. The muon rest energy is $1.056584\times10^8$ eV and $a=0.00116592$.

**Conventions.** The algebra is in atomic units, $\hbar=e=m_e=1$, with $c$ kept. The charge is $q=\pm1$, the mass is $m$, and the force is $q(\mathbf E+\mathbf v\times\mathbf B)$. As usual $\beta=v/c$ and $\gamma=(1-\beta^2)^{-1/2}$. The unit vector $\mathbf n=\mathbf v/v$ gives the direction of motion, and $\hat{\mathbf t}=\hat{\mathbf z}\times\mathbf n$ points to its left. Angles in the plane are counted positive from $\mathbf n$ towards $\hat{\mathbf t}$.

The unit vector $\mathbf s$ is the spin direction in the particle's rest frame, reached from the laboratory by a boost without rotation. The helicity is $h=\mathbf s\cdot\mathbf n$. The orbit is treated classically. Radiation, an electric dipole moment and forces from field gradients on the magnetic moment are left out.

## A tempting solution

For a particle at rest the magnetic torque gives

$$\frac{d\mathbf s}{d\tau}=\frac{q}{m}(1+a)\,\mathbf s\times\mathbf B', \tag{1}$$

because the factor $gq/2m$ equals $(1+a)q/m$. Here $\tau$ is proper time and $\mathbf B'$ is the field in the rest frame. For fields perpendicular to the velocity in the way described,

$$\mathbf B'=\gamma\left(\mathbf B-\frac{\mathbf v\times\mathbf E}{c^2}\right)
=\gamma\left(B-\frac{\beta E_t}{c}\right)\hat{\mathbf z},$$

where $\mathbf E=E_t\hat{\mathbf t}$ and $\mathbf n\times\hat{\mathbf t}=\hat{\mathbf z}$ were used. Since $\mathbf s\times\hat{\mathbf z}=-\hat{\mathbf z}\times\mathbf s$, the spin angle $\varphi_s$ decreases for $q=+1$. With $dt=\gamma\,d\tau$ the factor $\gamma$ drops out:

$$\dot\varphi_s=-\frac{q}{m}(1+a)\left(B-\frac{\beta E_t}{c}\right)\qquad\text{(wrong)}.$$

The momentum is simpler. The force is perpendicular to $\mathbf v$, so $\gamma$ and $v$ are constant. With $\mathbf n\times\hat{\mathbf z}=-\hat{\mathbf t}$,

$$\gamma m v\,\frac{d\mathbf n}{dt}=q(E_t-vB)\,\hat{\mathbf t},
\qquad
\dot\varphi_p=-\frac{q}{\gamma m}\left(B-\frac{E_t}{v}\right). \tag{2}$$

Subtracting gives, for $E_t=0$, a relative rate of magnitude $(1+a-1/\gamma)B/m$, which depends on energy. The electric terms cancel when $(1+a)\beta=1/(\gamma\beta)$, that is, when

$$(1+a)\beta^2=\frac1\gamma\qquad\text{(wrong)}.$$

Multiplying by $\gamma^2$ and neglecting $a$ gives $\gamma^2-1=\gamma$, so $\gamma\approx1.6$. The muon momentum would then satisfy $pc\approx1.3\times10^8$ eV.

## Where it fails

Equation (2) is correct. Equation (1) is also correct, but only in one inertial frame, the one that moves with the particle at the instant considered. The tempting solution uses it as if the same axes served at the next instant.

They do not. At time $t$ the vector $\mathbf s$ is found by a boost from the laboratory with velocity $\mathbf v(t)$. A moment later it is found by a boost with a velocity in a slightly different direction. The second rest frame is not reached from the first by a pure boost: two boosts in different directions combine into a boost and a rotation. The change of $\mathbf s$ therefore contains a rotation of the axes, the Thomas rotation, which (1) does not include.

The cure is to describe the spin by a four-vector. Its components are all taken in the laboratory, so no sequence of rest-frame axes is needed.

## The covariant spin equation

Let $u=(\gamma c,\gamma\mathbf v)$ be the four-velocity, and write the product of four-vectors as $X\cdot Y=X^0Y^0-\mathbf X\cdot\mathbf Y$. Define a linear map $F$ by

$$(FX)^0=\frac{\mathbf E\cdot\mathbf X}{c},\qquad
(FX)_{\rm vec}=\frac{\mathbf E X^0}{c}+\mathbf X\times\mathbf B .$$

With it the Lorentz force law, including the energy equation, is $du/d\tau=(q/m)Fu$. Writing out the product gives

$$(FX)\cdot Y=\frac{(\mathbf E\cdot\mathbf X)Y^0-(\mathbf E\cdot\mathbf Y)X^0}{c}-(\mathbf X\times\mathbf B)\cdot\mathbf Y .$$

Each part changes sign when $X$ and $Y$ are exchanged, so $(FX)\cdot Y=-X\cdot(FY)$.

The spin four-vector $S$ is defined as $(0,\mathbf s)$ in the rest frame. There $u=(c,\mathbf 0)$, so $u\cdot S=0$, and this holds in every frame. Consider the equation

$$\frac{dS}{d\tau}=\frac qm\left[(1+a)FS+\lambda u\right]. \tag{3}$$

In the momentary rest frame its spatial part is the torque law (1), since $S^0=0$ and $u$ has no spatial part. The number $\lambda$ affects the time part alone, and it is fixed by keeping $u\cdot S=0$:

$$0=\frac{d(u\cdot S)}{d\tau}
=\frac qm\left[(Fu)\cdot S+(1+a)\,u\cdot(FS)+\lambda c^2\right].$$

Here $u\cdot u=c^2$. Since $u\cdot(FS)=-(Fu)\cdot S$, the bracket becomes $-a(Fu)\cdot S+\lambda c^2$, and

$$\lambda=\frac{a}{c^2}(Fu)\cdot S .$$

Equation (3) is thus correct in the rest frame. Both sides are four-vectors, so it is correct in the laboratory too. It is the covariant spin precession equation, or Bargmann–Michel–Telegdi equation.

## The rate of change of helicity

Split the spin and the electric field along the motion: $\mathbf s=h\mathbf n+\mathbf s_\perp$ and $E_\parallel=\mathbf E\cdot\mathbf n$. For the moment the directions of $\mathbf E$, $\mathbf B$ and $\mathbf s$ are arbitrary. A boost of $(0,\mathbf s)$ to the laboratory gives

$$S^0=\gamma\beta h,\qquad \mathbf S=\gamma h\,\mathbf n+\mathbf s_\perp .$$

The helicity is therefore contained in $S^0$, and the time component of (3) is sufficient.

First evaluate the product in $\lambda$. From $(Fu)^0=\gamma\beta E_\parallel$ and $(Fu)_{\rm vec}=\gamma(\mathbf E+\mathbf v\times\mathbf B)$, with $\mathbf n\cdot(\mathbf v\times\mathbf B)=0$,

$$\begin{aligned}
(Fu)\cdot S&=\gamma^2\beta^2hE_\parallel-\gamma^2hE_\parallel
-\gamma\,\mathbf s_\perp\cdot(\mathbf E+\mathbf v\times\mathbf B)\\
&=-hE_\parallel-\gamma\,\mathbf s_\perp\cdot(\mathbf E+\mathbf v\times\mathbf B),
\end{aligned}$$

because $\gamma^2(1-\beta^2)=1$. The last term of (3) has the time component $\lambda u^0=\lambda\gamma c=(a\gamma/c)(Fu)\cdot S$. Hence

$$\begin{aligned}
\frac{d(\gamma\beta h)}{d\tau}
&=\frac{q}{mc}\Big[(1+a)(\gamma hE_\parallel+\mathbf s_\perp\cdot\mathbf E)
-a\gamma hE_\parallel-a\gamma^2\mathbf s_\perp\cdot(\mathbf E+\mathbf v\times\mathbf B)\Big]\\
&=\frac{q}{mc}\Big[\gamma hE_\parallel+(1+a-a\gamma^2)\,\mathbf s_\perp\cdot\mathbf E
-a\gamma^2\,\mathbf s_\perp\cdot(\mathbf v\times\mathbf B)\Big].
\end{aligned}$$

The left side also contains the change of $\gamma\beta=p/(mc)$. The size of the momentum changes at the rate $dp/dt=qE_\parallel$, so

$$h\frac{d(\gamma\beta)}{d\tau}=\frac{q}{mc}\gamma hE_\parallel .$$

Subtracting this removes $E_\parallel$ and leaves $\gamma\beta\,dh/d\tau$ on the left. Now use $dh/d\tau=\gamma\,dh/dt$, divide by $\gamma^2\beta$, and write $1+a-a\gamma^2=1-a(\gamma^2-1)=1-a\gamma^2\beta^2$. In the magnetic term $\mathbf v=\beta c\,\mathbf n$ cancels the remaining factors:

$$\frac{dh}{dt}=\frac qm\left[
\frac{1-a\gamma^2\beta^2}{\gamma^2\beta c}\,\mathbf s_\perp\cdot\mathbf E
-a\,\mathbf s_\perp\cdot(\mathbf n\times\mathbf B)\right]. \tag{4}$$

The numerical check tests (4) for random directions, both charge signs and several values of $a$. It builds the reference motion from (1) and explicit boosts.

For $a=0$ a magnetic field alone does not change the helicity. For motion along $\mathbf B$ with no electric field the helicity is constant for any $a$, since $\mathbf n\times\mathbf B=0$. The simple ring rate found next therefore needs $\mathbf v\perp\mathbf B$; for inclined motion one must return to (4).

## The spin angle in the ring

In the ring put $\mathbf s=\cos\theta\,\mathbf n+\sin\theta\,\hat{\mathbf t}$, so that $h=\cos\theta$ and $\mathbf s_\perp=\sin\theta\,\hat{\mathbf t}$. The spin stays in the plane: when $S_z$, $E_z$ and $u_z$ vanish and $\mathbf B$ is along $z$, the $z$ component of (3) is zero. With $\mathbf n\times\mathbf B=-B\hat{\mathbf t}$, equation (4) becomes

$$-\sin\theta\,\dot\theta=\frac qm\sin\theta\left[
\frac{1-a\gamma^2\beta^2}{\gamma^2\beta c}E_t+aB\right].$$

Dividing by $-\sin\theta$ gives

$$\dot\theta=-\frac qm\left[aB+\frac{\beta}{c}\left(\frac{1}{\gamma^2\beta^2}-a\right)E_t\right]. \tag{5}$$

The division is not allowed at $\sin\theta=0$, but the result holds there as well. For two spins carried by the same orbit, (3) gives $d(S_1\cdot S_2)/d\tau=0$, because $F$ is antisymmetric and $u\cdot S_1=u\cdot S_2=0$. In the rest frame $S_1\cdot S_2=-\mathbf s_1\cdot\mathbf s_2$, so the angle between the two spins is constant. All in-plane spins turn together, including one that points along $\mathbf n$.

### Magnetic field alone

For $E_t=0$ the magnitude of the relative rate is

$$\boxed{\;\omega_a=\frac{aB}{m}\;}\qquad\text{or, with } e \text{ restored,}\qquad \omega_a=\frac{aeB}{m}.$$

At fixed $B$ it does not depend on the energy. It is the angle $\theta$ that advances uniformly; the helicity itself varies as $\cos\theta$.

The separate rates do depend on energy. By (2) the momentum turns at $B/(\gamma m)$. The spin turns in the same sense at

$$\frac{B}{\gamma m}+\frac{aB}{m},$$

so for $a>0$ it runs ahead of the momentum. The tempting solution had $(1+a)B/m$ for the spin. The excess is $(1-1/\gamma)B/m$, which is $(\gamma-1)$ times the turning rate of the momentum. This is the missing Thomas rotation. It vanishes as $\beta\to0$. Since $1-1/\gamma\approx\beta^2/2$ must be compared with $a$, the two solutions give the same relative rate only when $\beta^2\ll2a$; for the muon the tempting relative rate is already twice the correct one near $\beta=0.05$.

### The electric field

The electric term in (5) vanishes when $a\gamma^2\beta^2=1$. Since $\gamma^2\beta^2=\gamma^2-1$ and $p=mc\gamma\beta$,

$$\boxed{\;\gamma^2=1+\frac1a,\qquad p=\frac{mc}{\sqrt a}\;}$$

This requires $a>0$. The same condition can be written $(1+a)\beta^2=1$, to be compared with the wrong condition $(1+a)\beta^2=1/\gamma$.

At this momentum the electric field still bends the orbit, as (2) shows, but it turns spin and momentum equally. By (4) the cancellation holds for any direction of $\mathbf E$ at that instant. A component along the motion, however, changes $p$ and so spoils the condition afterwards.

For a small relative offset $\delta$, let $p=(1+\delta)mc/\sqrt a$. Then $1/(\gamma^2\beta^2)=a/(1+\delta)^2$, and the change of the rate relative to $aB/m$ is

$$\frac{\Delta\omega_a}{\omega_a}=\frac{\beta E_t}{cB}\left[\frac{1}{(1+\delta)^2}-1\right]
\approx-2\delta\,\frac{\beta E_t}{cB}. \tag{6}$$

## Numbers for the muon

The cancelling momentum and Lorentz factor are

$$pc=\frac{1.056584\times10^8\ \text{eV}}{\sqrt{0.00116592}}=3.094\times10^9\ \text{eV},
\qquad
\gamma=\sqrt{1+\frac{1}{0.00116592}}=29.30 .$$

The momentum is thus 3.094 GeV/$c$, or 3.09 GeV/$c$ to three figures. A root search on the numerically computed helicity rate finds the same value.

The magnetic force bends the orbit with radius $R=p/B$, which follows from $v=R\,B/(\gamma m)$. In the chosen units

$$R=\frac{pc}{ecB}=\frac{3.094\times10^9\ \text{eV}}{0.04\ \text{eV/Å}}=7.74\times10^{10}\ \text{Å}.$$

The rates below, given as $\hbar\omega$ in eV, come from orbits integrated with $E=0$.

| $pc$ (eV) | momentum | spin | relative |
|---|---|---|---|
| $1.000\times10^8$ | $5.426\times10^{-7}$ | $5.434\times10^{-7}$ | $8.710\times10^{-10}$ |
| $3.094\times10^9$ | $2.549\times10^{-8}$ | $2.636\times10^{-8}$ | $8.710\times10^{-10}$ |
| $1.000\times10^{10}$ | $7.893\times10^{-9}$ | $8.764\times10^{-9}$ | $8.710\times10^{-10}$ |

The first two rates fall as the energy grows, while their difference stays the same. The middle row can be checked by hand, since $\omega_a$ is $a\gamma$ times the turning rate of the momentum:

$$\hbar\omega_a=0.00116592\times29.3034\times2.54932\times10^{-8}\ \text{eV}=8.710\times10^{-10}\ \text{eV}.$$

This corresponds to $1.323\times10^6$ rad/s. The spin gains one full turn on the momentum in $1/(a\gamma)=29.27$ orbits.

Now switch on the electric field. For a positive muon with $\mathbf B$ along $+z$ the magnetic force points along $-\hat{\mathbf t}$, towards the centre, so $\hat{\mathbf t}$ is the outward direction and $E_t>0$. The field ratio is

$$\frac{E_t}{cB}=\frac{0.0001}{0.04}=0.0025 .$$

- At $pc=10^9$ eV the integrated orbit gives a relative change of $+2.13\times10^{-2}$ in $\omega_a$, in agreement with (5).
- At the cancelling momentum the change found is below $2\times10^{-7}$, the tolerance allowed for the orbit integration.
- At 1% above it the change is $-4.92\times10^{-5}$. The linear form of (6), with $\beta\approx1$, gives $-2\times0.01\times0.0025=-5.0\times10^{-5}$.

For a fixed outward field $E_t$ the change is positive below the cancelling momentum and negative above it. To first order such a field changes $\omega_a$ of a muon slightly off this momentum in proportion to its offset. In a beam spread symmetrically about the cancelling momentum this linear term spreads the individual rates but drops out of their mean, which by (6) shifts only by about $3\langle\delta^2\rangle\,\beta E_t/(cB)$. These statements take $E_t$ to be the same for every muon. If the field instead vanishes on the design orbit and grows outward in proportion to the displacement, as in electric quadrupole focusing, then $E_t$ is itself proportional to $\delta$, and (6) gives a change that is negative on both sides and of order $\delta^2$.

## Calculated quantities

```
muon rest energy = 1.056584e+08 eV
muon anomaly a = 0.00116592
model magnetic field, e c B = 0.0400 eV/angstrom
model electric field, e E = 0.0001 eV/angstrom
cancelling Lorentz factor, formula = 29.3034
cancelling p c, formula = 3.09435e+09 eV
cancelling p c, root search = 3.0944e+09 eV
cancelling momentum = 3.094 GeV/c
hbar a e B/m, formula = 8.709867e-10 eV
a e B/m = 1.32326e+06 rad/s
E = 0, rates from integrated orbits (hbar omega):
 low: p c = 1.0000e+08 eV, gamma = 1.3769
   momentum turning = 5.42564e-07 eV
   spin turning = 5.43435e-07 eV
   relative turning = 8.70987e-10 eV
 cancelling: p c = 3.0944e+09 eV, gamma = 29.3034
   momentum turning = 2.54932e-08 eV
   spin turning = 2.63642e-08 eV
   relative turning = 8.70987e-10 eV
   orbit radius = 7.7359e+10 angstrom
   orbits per relative spin turn = 29.269
 high: p c = 1.0000e+10 eV, gamma = 94.6499
   momentum turning = 7.89264e-09 eV
   spin turning = 8.76363e-09 eV
   relative turning = 8.70987e-10 eV
outward E on, relative change of the rate a e B/m:
 p c = 1e9 eV: integrated 2.132e-02, formula 2.132e-02
 cancelling p: integrated below 2e-7, formula 0.000e+00
 1% above it: integrated -4.923e-05, formula -4.923e-05
 1% above it, linear estimate = -4.997e-05
```
